# When linewidth roughness is not √2 times line-edge roughness: verification in Python

```python
# Result under test: for two line edges of equal standard deviation s and
# correlation coefficient rho (both displacements positive along +x),
#     LWR / LER = sqrt(2 * (1 - rho)),  which runs from 0 to 2.
# LER: roughness of one edge; LWR: roughness of the local width (right - left).
# Also tested: centre-line roughness, unequal edges, microscope noise and
# jitter, finite line length, and averaging by the beam. Lengths are in nm.
import numpy as np
from scipy.integrate import quad
from scipy.signal import lfilter
from scipy.special import erfc
from scipy.stats import norm

rng = np.random.default_rng(2718)
mean_width = 16.0
sigma = 1.0
corr_length = 20.0
line_length = 2000.0
row_step = 2.0
noise = 0.5
jitter = 0.3
beam = 1.0
width_limit = 12.0


def ratio_law(rho):
    return np.sqrt(2 * (1 - rho))


def measured_ratio_law(rho, n, j):
    top = 2 * (1 - rho) * sigma**2 + 2 * n**2
    return np.sqrt(top / (sigma**2 + n**2 + j**2))


def lost_fraction(c, length):
    q = c / length
    return 2 * q * (1 - q * (1 - np.exp(-1 / q)))


def random_edges(lines, points, c):
    """Stationary Gaussian rows, unit variance, correlation exp(-|y|/c)."""
    a = np.exp(-row_step / c)
    drive = rng.standard_normal((lines, points))
    drive[:, 1:] *= np.sqrt(1 - a**2)
    return lfilter([1.0], [1.0, -a], drive, axis=1)


def rms_ratio(left, right):
    edge_var = 0.5 * (np.mean(left**2) + np.mean(right**2))
    return np.sqrt(np.mean((right - left)**2) / edge_var)


print(f"mean width {mean_width:.1f} nm, LER 3-sigma {3*sigma:.1f} nm")
print(f"edge sigma {sigma:.2f} nm, corr. length {corr_length:.0f} nm")
print(f"line length {line_length:.0f} nm, row step {row_step:.0f} nm")

# Sine edges: averages over one period by quadrature
print("sine edges: phase (deg), rho, LWR/LER")
amp = np.sqrt(2) * sigma


def period_mean(f):
    return quad(f, 0, 2 * np.pi, epsabs=1e-12)[0] / (2 * np.pi)


for degrees in (0, 60, 90, 120, 180):
    p = np.radians(degrees)
    var_l = period_mean(lambda t: (amp * np.sin(t))**2)
    var_r = period_mean(lambda t: (amp * np.sin(t + p))**2)
    cov = period_mean(lambda t: amp**2 * np.sin(t) * np.sin(t + p))
    var_w = period_mean(lambda t: (amp * (np.sin(t + p) - np.sin(t)))**2)
    var_c = period_mean(lambda t: (amp * (np.sin(t + p) + np.sin(t)) / 2)**2)
    rho_sine = cov / np.sqrt(var_l * var_r)
    ratio_sine = np.sqrt(var_w / var_l)
    assert abs(var_l - var_r) < 1e-10
    assert abs(rho_sine - np.cos(p)) < 1e-10
    assert abs(ratio_sine - 2 * abs(np.sin(p / 2))) < 1e-6
    assert abs(var_w / var_l - ratio_law(np.cos(p))**2) < 1e-10
    assert abs(var_c + var_w / 4 - sigma**2) < 1e-10
    print(f"  {degrees:3d}  {rho_sine + 0.0:6.3f}  {ratio_sine:.3f}")

# Unequal edges, in phase and in antiphase
s_left, s_right = 0.8, 1.3
rms_edge = np.sqrt((s_left**2 + s_right**2) / 2)
extremes = []
for sign, expected in ((1, abs(s_right - s_left)), (-1, s_right + s_left)):
    var_w = period_mean(lambda t: 2 * (sign * s_right * np.sin(t)
                                      - s_left * np.sin(t))**2)
    assert abs(np.sqrt(var_w) - expected) < 1e-8
    extremes.append(np.sqrt(var_w) / rms_edge)
print(f"unequal edges: sigmas {s_left:.1f} and {s_right:.1f} nm")
print(f"  ratio to rms edge: {extremes[0]:.3f} to {extremes[1]:.3f}")

# Random edges with prescribed correlation
lines, points = 2000, int(line_length / row_step)
u = random_edges(lines, points, corr_length)
v = random_edges(lines, points, corr_length)


def edge_pair(rho):
    return sigma * u, sigma * (rho * u + np.sqrt(1 - rho**2) * v)


print("random edges, 3-sigma values in nm:")
print("  rho, ratio law, simulated, LWR, centre, width-3sigma")
for rho in (1.0, 0.8, 0.5, 0.0, -0.5, -1.0):
    left, right = edge_pair(rho)
    simulated = rms_ratio(left, right)
    centre = sigma * np.sqrt((1 + rho) / 2)
    assert abs(simulated - ratio_law(rho)) < 0.01
    assert abs(np.sqrt(np.mean((left + right)**2)) / 2 - centre) < 0.01
    lwr3 = 3 * sigma * ratio_law(rho)
    print(f"  {rho:4.1f} {ratio_law(rho):.3f} {simulated:.3f} "
          f"{lwr3:.2f} {3*centre:.2f} {mean_width-lwr3:.2f}")

print("LER 3-sigma wrongly inferred as LWR/sqrt(2):")
for rho in (0.8, -1.0):
    wrong = 3 * sigma * ratio_law(rho) / np.sqrt(2)
    print(f"  rho {rho:4.1f}: {wrong:.2f} nm, true {3*sigma:.2f} nm")

print(f"fraction of line narrower than {width_limit:.0f} nm:")
for rho in (0.8, 0.0, -1.0):
    left, right = edge_pair(rho)
    predicted = norm.sf((mean_width - width_limit) / (sigma * ratio_law(rho)))
    counted = np.mean(mean_width + right - left < width_limit)
    # the rarest case has too few events for a relative comparison
    assert abs(counted - predicted) < 0.2 * predicted + 1e-5
    print(f"  rho {rho:4.1f}: {predicted:.2e}")
crossing = norm.sf(mean_width / (2 * sigma))
print(f"edges crossing, rho -1, Gaussian tail: {crossing:.1e}")

# Detection noise (independent) and row jitter (common to both edges)
print(f"noise {noise:.1f} nm per edge, common jitter {jitter:.1f} nm")
print("  rho, noise, jitter: true ratio, measured ratio")
for rho, n, j in ((1.0, noise, 0.0), (0.8, noise, 0.0), (-1.0, noise, 0.0),
                  (0.0, 0.0, jitter), (0.8, noise, jitter)):
    left, right = edge_pair(rho)
    common = j * rng.standard_normal(u.shape)
    seen_left = left + common + n * rng.standard_normal(u.shape)
    seen_right = right + common + n * rng.standard_normal(u.shape)
    predicted = measured_ratio_law(rho, n, j)
    assert abs(rms_ratio(seen_left, seen_right) - predicted) < 0.01
    if j == 0 and rho == 0.8:
        edge_var = (np.mean(seen_left**2) + np.mean(seen_right**2)) / 2
        width_var = np.mean((seen_right - seen_left)**2)
        corrected = np.sqrt((width_var - 2 * n**2) / (edge_var - n**2))
        assert abs(corrected - ratio_law(rho)) < 0.01
    print(f"  {rho:4.1f} {n:.1f} {j:.1f}: {ratio_law(rho):.3f} {predicted:.3f}")
print(f"noise-corrected simulated ratio, rho 0.8: {corrected:.3f}")

# Scatter of the ratio obtained from one line
print("scatter of ratio from a single line: law, simulated")
for rho in (0.8, 0.0):
    left, right = edge_pair(rho)
    edge_var = (left.var(axis=1) + right.var(axis=1)) / 2
    single = np.sqrt((right - left).var(axis=1) / edge_var)
    scatter = (ratio_law(rho) * (1 + rho)
               / (2 * np.sqrt(line_length / corr_length)))
    assert abs(single.std() / scatter - 1) < 0.12  # leading order in c/L
    print(f"  rho {rho:.1f}: {scatter:.3f} {single.std():.3f}")

# Variance lost when the mean of a finite line is removed
for c, length, count in ((20.0, 2000.0, 2000), (60.0, 200.0, 400),
                         (10.0, 200.0, 400)):
    y = (np.arange(count) + 0.5) * length / count
    double_sum = np.mean(np.exp(-np.abs(y[:, None] - y[None, :]) / c))
    assert abs(double_sum - lost_fraction(c, length)) < 1e-4
loss = lost_fraction(corr_length, line_length)
print(f"variance lost by finite length: {100*loss:.2f} %")

# Long-ranged common roughness plus short-ranged independent roughness
common_share, c_common, c_single = 0.8, 60.0, 10.0
print(f"common share {common_share:.1f}, lengths "
      f"{c_common:.0f} and {c_single:.0f} nm")


def box_ratio(length):
    shared = common_share * (1 - lost_fraction(c_common, length))
    own = (1 - common_share) * (1 - lost_fraction(c_single, length))
    return np.sqrt(2 * own / (shared + own))


short_box = 200.0
boxes, rows = 20000, int(short_box / row_step)
shared = np.sqrt(common_share) * random_edges(boxes, rows, c_common)
own_scale = np.sqrt(1 - common_share)
left = shared + own_scale * random_edges(boxes, rows, c_single)
right = shared + own_scale * random_edges(boxes, rows, c_single)
edge_var = (left.var(axis=1).mean() + right.var(axis=1).mean()) / 2
box_simulated = np.sqrt((right - left).var(axis=1).mean() / edge_var)
assert abs(box_simulated - box_ratio(short_box)) < 0.01
print(f"  ratio, endless line: {ratio_law(common_share):.3f}")
for length in (line_length, short_box):
    print(f"  ratio, {length:.0f} nm box: {box_ratio(length):.3f}")

# Gaussian averaging of the edge position along the line
t = np.linspace(-6 * beam, 6 * beam, 481)
weights = np.exp(-t**2 / (2 * beam**2))
weights /= weights.sum()
correlation = np.exp(-np.abs(t[:, None] - t[None, :]) / corr_length)
kept_sum = weights @ correlation @ weights
kept = np.exp((beam / corr_length)**2) * erfc(beam / corr_length)
assert abs(kept_sum - kept) < 1e-4
print(f"beam averaging sigma {beam:.1f} nm: variance kept {kept:.3f}")
print(f"  LER 3-sigma seen: {3*sigma*np.sqrt(kept):.2f} nm")

print("tests ok")
```

Running it gives:

```
mean width 16.0 nm, LER 3-sigma 3.0 nm
edge sigma 1.00 nm, corr. length 20 nm
line length 2000 nm, row step 2 nm
sine edges: phase (deg), rho, LWR/LER
    0   1.000  0.000
   60   0.500  1.000
   90   0.000  1.414
  120  -0.500  1.732
  180  -1.000  2.000
unequal edges: sigmas 0.8 and 1.3 nm
  ratio to rms edge: 0.463 to 1.946
random edges, 3-sigma values in nm:
  rho, ratio law, simulated, LWR, centre, width-3sigma
   1.0 0.000 0.000 0.00 3.00 16.00
   0.8 0.632 0.635 1.90 2.85 14.10
   0.5 1.000 1.004 3.00 2.60 13.00
   0.0 1.414 1.417 4.24 2.12 11.76
  -0.5 1.732 1.733 5.20 1.50 10.80
  -1.0 2.000 2.000 6.00 0.00 10.00
LER 3-sigma wrongly inferred as LWR/sqrt(2):
  rho  0.8: 1.34 nm, true 3.00 nm
  rho -1.0: 4.24 nm, true 3.00 nm
fraction of line narrower than 12 nm:
  rho  0.8: 1.27e-10
  rho  0.0: 2.34e-03
  rho -1.0: 2.28e-02
edges crossing, rho -1, Gaussian tail: 6.2e-16
noise 0.5 nm per edge, common jitter 0.3 nm
  rho, noise, jitter: true ratio, measured ratio
   1.0 0.5 0.0: 0.000 0.632
   0.8 0.5 0.0: 0.632 0.849
  -1.0 0.5 0.0: 2.000 1.897
   0.0 0.0 0.3: 1.414 1.355
   0.8 0.5 0.3: 0.632 0.820
noise-corrected simulated ratio, rho 0.8: 0.635
scatter of ratio from a single line: law, simulated
  rho 0.8: 0.057 0.056
  rho 0.0: 0.071 0.069
variance lost by finite length: 1.98 %
common share 0.8, lengths 60 and 10 nm
  ratio, endless line: 0.632
  ratio, 2000 nm box: 0.645
  ratio, 200 nm box: 0.752
beam averaging sigma 1.0 nm: variance kept 0.946
  LER 3-sigma seen: 2.92 nm
tests ok
```
